# Why a Freestanding Monolayer Has No Single Dielectric Constant

## Definitions and conventions

A flat sheet of electrons and ions lies in the plane \(z=0\), with vacuum on both sides. A static external potential varies along the sheet as \(e^{i\mathbf q\cdot\mathbf r}\), where \(\mathbf q\) is an in-plane wavevector of magnitude \(q\). The electrons rearrange and add an induced potential. The static in-plane screening function is

\[
\varepsilon(q)=\frac{\phi_{\rm ext}(q)}{\phi_{\rm tot}(q)},\qquad \phi_{\rm tot}=\phi_{\rm ext}+\phi_{\rm ind},
\]

with the potentials taken in the sheet. Energies are in eV and lengths in Å. The Coulomb constant is \(C=e^2/(4\pi\varepsilon_0)=14.40\) eV Å.

Unless stated otherwise, the sheet is undoped, has a band gap, and is cold enough that thermally excited carriers can be neglected at the wavevectors considered. The microscopic part uses the random-phase approximation: electrons respond as independent particles to the total potential. Potential variations inside the unit cell, bands other than the two nearest the gap, and electron–hole attraction are left out.

## The belief and its appeal

The belief is that a monolayer, like a bulk insulator, has a dielectric constant \(\varepsilon\), so that two electrons in it a distance \(r\) apart interact with energy \(C/(\varepsilon r)\).

There are good reasons to think so. In a bulk insulator the statement holds at long wavelength, and a layer is made of the same kind of polarizable matter. Moreover, a calculation with periodically repeated layers returns a definite number for \(\varepsilon\). Both reasons fail for a single sheet, and each failure can be calculated.

## Sheet electrostatics

The Coulomb interaction in three dimensions has the Fourier transform \(4\pi C/(q^2+k_z^2)\). For charges in planes separated by \(z\), the integral over \(k_z\) is closed around the pole at \(k_z=iq\) when \(z>0\), and around its mirror image when \(z<0\):

\[
V(q,z)=\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{4\pi C\,e^{ik_zz}}{q^2+k_z^2}
=\frac{2\pi C}{q}\,e^{-q|z|}.
\]

Dividing by \(e^2\) gives the potential of a surface charge \(\sigma\) in its own plane, \(\phi=\sigma/(2\varepsilon_0q)\).

Let the sheet acquire a dipole moment per area \(P=\alpha E\), where \(E\) is the total in-plane field and \(\alpha\) the sheet polarizability. With \(\mathbf q\) along \(x\), \(E=-iq\phi_{\rm tot}\). The induced charge is minus the divergence of \(P\):

\[
\sigma_{\rm ind}=-iqP=-iq\,\alpha(-iq\phi_{\rm tot})=-\alpha q^2\phi_{\rm tot}.
\]

Its potential is \(\phi_{\rm ind}=-(\alpha/2\varepsilon_0)\,q\,\phi_{\rm tot}\). Inserting this in \(\phi_{\rm ext}=\phi_{\rm tot}-\phi_{\rm ind}\) gives, to leading order in \(q\),

\[
\boxed{\varepsilon(q)=1+r_0q,\qquad r_0=\frac{\alpha}{2\varepsilon_0}.}
\]

The material parameter is a length. In a bulk solid the induced charge also carries \(q^2\), but the potential of a charge density \(\rho\) is \(\rho/(\varepsilon_0q^2)\). The powers cancel and a constant remains. For a sheet one power of \(q\) survives, because most of the field of a long-wavelength charge pattern runs through the vacuum, where nothing polarizes.

## A microscopic value for the length

A gapped Dirac sheet allows \(r_0\) to be calculated. Each of \(N\) identical flavours (spins and valleys) has the Hamiltonian

\[
H=\hbar v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z=E\,\hat{\mathbf n}\cdot\boldsymbol\sigma,
\qquad E=\sqrt{m^2+(\hbar vk)^2}.
\]

The bands are at \(\pm E\) and the gap is \(2m\). A weak potential energy of wavevector \(\mathbf q\) mixes a filled valence state at \(\mathbf k\) with conduction states at \(\mathbf k\pm\mathbf q\). In first-order perturbation theory each admixture has the energy denominator \(E_{\mathbf k}+E_{\mathbf k\pm\mathbf q}\). The two signs contribute equally to the density after summation over \(\mathbf k\), so the density response \(\chi_0<0\) has magnitude

\[
|\chi_0(q)|=2N\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{|\langle c,\mathbf k+\mathbf q|v,\mathbf k\rangle|^2}{E_{\mathbf k}+E_{\mathbf k+\mathbf q}},
\qquad \varepsilon=1+\frac{2\pi C}{q}|\chi_0|.
\]

At \(q=0\) the overlap vanishes, since the two states at one \(\mathbf k\) are orthogonal. For a two-component state the squared overlap is \((1-\hat{\mathbf n}\cdot\hat{\mathbf n}')/2=|\hat{\mathbf n}-\hat{\mathbf n}'|^2/4\), which becomes \(q^2|\partial_{k_x}\hat{\mathbf n}|^2/4\) at small \(q\).

The vector \(\hat{\mathbf n}\) has polar angle \(\beta\) with \(\tan\beta=\hbar vk/m\). A radial step in \(\mathbf k\) turns it at the rate \(d\beta/dk=\hbar vm/E^2\); a tangential step turns it at the rate \(\sin\beta/k=\hbar v/E\). Averaging over the direction of \(\mathbf k\) gives half the sum of the squares, so the squared overlap is \(q^2g\) with

\[
g=\frac{(\hbar v)^2}{8}\left(\frac{m^2}{E^4}+\frac1{E^2}\right).
\]

The denominator tends to \(2E\), and \(k\,dk=E\,dE/(\hbar v)^2\). Hence

\[
|\chi_0|=\frac{Nq^2}{2\pi}\int k\,dk\,\frac gE
=\frac{Nq^2}{16\pi}\int_m^\infty\!\left(\frac{m^2}{E^4}+\frac1{E^2}\right)dE
=\frac{Nq^2}{16\pi}\,\frac{4}{3m}=\frac{Nq^2}{12\pi m}.
\]

Multiplication by \(2\pi C/q\) gives \(r_0q\) with

\[
r_0=\frac{NC}{6m}=\frac{NC}{3\,(2m)}.
\]

The velocity cancels: the squared matrix element is proportional to \((\hbar v)^2\), the density of states to \(1/(\hbar v)^2\). This cancellation relies on the Dirac cone extending to infinite energy. The integral converges slowly: energies above \(E_c\) supply the fraction \(\tfrac34(m/E_c)+\tfrac14(m/E_c)^3\), which is 22% for \(E_c=3.5m\). In a crystal the bands end at the zone boundary, so the two-band value is smaller and depends on \(v\), while further bands and ionic displacements, left out here, add to it. The formula gives the scale of \(r_0\) and its trend with the gap, not its value for a given material.

Take round model parameters: gap \(2m=2\) eV, \(\hbar v=4\) eV Å and \(N=4\). Then \(r_0=4\times14.40/(3\times2)=9.60\) Å, or 0.960 nm. At \(q=0.01\) Å\(^{-1}\) the screening function is \(1+0.096=1.096\). The sheet hardly screens a disturbance of this long wavelength.

## Beyond the linear law

The static response at any \(q\) follows from the uniform response at imaginary frequency. Multiply the inverse Green function at imaginary frequency \(i\omega\) by \(\sigma_z\):

\[
\sigma_z(i\hbar\omega-H)=i\,\boldsymbol\sigma\cdot\mathbf K-m,\qquad
\mathbf K=(\hbar vk_y,\,-\hbar vk_x,\,\hbar\omega).
\]

A rotation of \(\mathbf K\) can be undone by a rotation of the spin matrices, so momentum and imaginary frequency enter on an equal footing. The density vertex becomes \(\sigma_z\), the third component of a vector whose other two components are currents. The response is therefore a tensor \(\Pi_{ab}\) depending on one vector \(\mathbf Q\), built from the external wavevector and frequency in the same way as \(\mathbf K\). Charge conservation, which any cutoff must respect, requires \(Q_a\Pi_{ab}=0\). The symmetric part must then be \((|\mathbf Q|^2\delta_{ab}-Q_aQ_b)A(|\mathbf Q|)\); an antisymmetric part does not enter the density response. The density component is

\[
\Pi_{33}=(|\mathbf Q|^2-Q_3^2)A(|\mathbf Q|)=(\hbar vq)^2A(|\mathbf Q|).
\]

Thus \(\chi_0/q^2\) in the static case at \(Q=\hbar vq\) equals its uniform limit at imaginary frequency of energy \(Q\). In the uniform limit the static factor \(1/E\) is replaced by

\[
\frac1{2E-iQ}+\frac1{2E+iQ}=\frac{4E}{4E^2+Q^2}.
\]

With the same \(g\) and the same change of variable,

\[
|\chi_0(q)|=\frac{Nq^2}{4\pi}\int_m^\infty\frac{1+m^2/E^2}{4E^2+Q^2}\,dE .
\]

Let \(x=Q/2m\). The first term integrates to \(I=\arctan(x)/(2Q)\). For the second, the partial fractions

\[
\frac1{E^2(4E^2+Q^2)}=\frac1{Q^2}\left[\frac1{E^2}-\frac4{4E^2+Q^2}\right]
\]

give \(m/Q^2-(4m^2/Q^2)I\). Adding the terms, multiplying by \(2\pi C/q\), and using \(q=Q/\hbar v\) and \(m/Q=1/(2x)\), one finds

\[
\varepsilon(q)-1=\frac{NC}{2\hbar v}f(x),\qquad
f(x)=\frac12\left[\frac1x+\left(1-\frac1{x^2}\right)\arctan x\right].
\]

Differentiation gives

\[
f'(x)=\frac12\left[-\frac1{x^2}+\frac{2\arctan x}{x^3}+\frac{x^2-1}{x^2(1+x^2)}\right]
=\frac{1}{x^3}\left[\arctan x-\frac{x}{1+x^2}\right].
\]

The last bracket is zero at \(x=0\) and has derivative \(2x^2/(1+x^2)^2>0\), so \(f\) increases for all \(x>0\). At small \(x\), \(f\to2x/3\), which returns \(r_0q\). At large \(x\), \(f\to\pi/4\), and the growth ends at the plateau

\[
\varepsilon_\infty=1+\frac{\pi NC}{8\hbar v}=1+\frac{\pi\times4\times14.40}{8\times4}=6.65 .
\]

The crossover lies near \(x=1\), here \(q=2m/\hbar v=0.5\) Å\(^{-1}\). The plateau belongs to the unbounded cone. It is approached only if \(2m/\hbar v\) is small compared with the size of the Brillouin zone, which for these parameters and a lattice constant near 3 Å is not the case.

## Finite thickness

Real electrons occupy a layer of finite width. Suppose their density, and its change, are spread uniformly over a width \(d\), and average the potentials over the same profile. The interaction is then multiplied by

\[
F=\frac1{d^2}\int_0^d\!\!\int_0^d e^{-q|z-z'|}dz\,dz'
=\frac2{d^2}\int_0^d(d-s)e^{-qs}ds
=\frac2{qd}-\frac{2(1-e^{-qd})}{(qd)^2}.
\]

The middle form counts pairs at separation \(s\); one integration by parts gives the last. The screening function becomes \(1+F(\varepsilon_{\rm thin}-1)\), where \(\varepsilon_{\rm thin}\) is the result for zero width.

At small \(q\), \(F\approx1-qd/3\), so the slope \(r_0\) is unchanged. At large \(q\), \(F\approx2/(qd)\), and \(\varepsilon-1\) falls as \(1/q\). Growth with wavevector is therefore a long-wavelength statement.

For \(d=6\) Å the values are as follows. The thin-sheet column comes from diagonalizing the two-band Hamiltonian and integrating numerically over \(\mathbf k\).

| \(q\) (Å\(^{-1}\)) | \(1+r_0q\) | thin | \(d=6\) Å |
|---:|---:|---:|---:|
| 0.01 | 1.096 | 1.096 | 1.094 |
| 0.10 | 1.960 | 1.945 | 1.781 |
| 0.30 | 3.88 | 3.54 | 2.51 |
| 1.00 | 10.60 | 5.79 | 2.33 |
| 3.00 | 29.80 | 6.52 | 1.58 |

The row at 0.10 Å\(^{-1}\) shows how the value is built: \(F=0.827\), so \(\varepsilon=1+0.827\times0.945=1.78\). A numerical search for the maximum gives \(\varepsilon=2.64\) at \(q=0.48\) Å\(^{-1}\). There the relative rise of \(\varepsilon_{\rm thin}-1\) and the relative fall of \(F\) balance.

The last rows show the behaviour of the model, not of a crystal: at 3 Å\(^{-1}\) the wavelength is about 2 Å, and the neglected structure inside the unit cell matters. The height and position of the maximum are also model values. A honeycomb tight-binding lattice with the same gap and velocity and lattice constant 3.2 Å still has a maximum, but of about 2.2 near 0.4 Å\(^{-1}\).

## Two sheets that behave differently

The gap and the absence of carriers are essential conditions. Take zero temperature, so that no carriers are thermally excited. If the gap closes in the undoped sheet, then \(x\to\infty\) at every fixed \(q>0\), and \(f=\pi/4\). The screening function is then the same at all wavevectors, 6.65 for these parameters. Within this model, the gapless thin sheet does have a dielectric constant. The reason is that \(|\chi_0|\) is now proportional to \(q\), which cancels the \(1/q\) of the interaction.

If the gapped sheet is doped, carriers can move over long distances. A slowly varying potential energy \(U\) shifts the local band energies at fixed chemical potential and changes the density by \(-DU\). Here \(D\) is the density of states averaged over energy with the weight \(-\partial f_{\rm F}/\partial E\), where \(f_{\rm F}\) is the Fermi function. Hence

\[
\varepsilon(q)\to1+\frac{q_{\rm TF}}q,\qquad q_{\rm TF}=2\pi CD .
\]

At zero temperature, with chemical potential \(\mu>m\) measured from midgap, \(D=N\mu/[2\pi(\hbar v)^2]\), so \(q_{\rm TF}=NC\mu/(\hbar v)^2\). For \(\mu=1.2\) eV, a heavy doping of about \(9\times10^{13}\) cm\(^{-2}\), this is \(4\times14.40\times1.2/16=4.32\) Å\(^{-1}\). The thermal average at \(k_{\rm B}T=0.025\) eV agrees to these digits. The sum over states at that temperature gives \(\varepsilon=433\) at 0.01 Å\(^{-1}\) and about 4320 at 0.001 Å\(^{-1}\). Long wavelengths are now screened most strongly, the opposite of the undoped gapped sheet.

## Where the single number comes from

Consider identical thin sheets repeated at spacing \(L\), without electron transfer between them, and apply the same external potential to every sheet. All sheets then carry the same total potential, and a sheet \(n\) spacings away contributes with the factor \(e^{-q|n|L}\). The geometric series gives

\[
\sum_{n=-\infty}^{\infty}e^{-q|n|L}=\frac{1+e^{-qL}}{1-e^{-qL}}=\coth\frac{qL}2,
\qquad
\varepsilon_{\rm stack}=1+r_0q\coth\frac{qL}2 .
\]

The result depends on how the wavelength compares with the spacing, that is, on \(qL\). If \(L\to\infty\) at fixed \(q\), then \(\coth\to1\) and the isolated-sheet result returns. If \(q\to0\) at fixed \(L\), then \(\coth(qL/2)\to2/(qL)\) and

\[
\varepsilon_{\rm stack}\to1+\frac{2r_0}L .
\]

This is a genuine dielectric constant, but it belongs to the stack. At long wavelength the fields of many sheets overlap and the stack acts as a bulk medium. For the example, \(2r_0=19.2\) Å, and the constant is 2.92 for \(L=10\) Å, 1.96 for 20 Å and 1.48 for 40 Å. The sheet is the same in all three cases; the amount of vacuum differs.

In this long-wavelength limit, \(qL\ll1\), the combination \(L(\varepsilon_{\rm stack}-1)\) does describe the sheet. It equals \(10\times1.92=20\times0.96=40\times0.48=19.2\) Å, which is \(2r_0\). Assigning a thickness to a single layer and quoting polarizability per volume makes the same choice of \(L\) under another name.

## The interaction between two charges

One constant also fails in real space. For \(\varepsilon=1+r_0q\), the interaction energy of two electrons in the sheet is the inverse Fourier transform

\[
W(r)=\int\!\frac{d^2q}{(2\pi)^2}\,\frac{2\pi C\,e^{i\mathbf q\cdot\mathbf r}}{q(1+r_0q)}
=C\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq ,
\]

where the angular integral has produced the Bessel function \(J_0\). Write \(1/(1+r_0q)=\int_0^\infty e^{-t(1+r_0q)}dt\) and use \(\int_0^\infty J_0(qr)e^{-aq}dq=1/\sqrt{r^2+a^2}\) with \(a=r_0t\). With \(y=r/r_0\),

\[
\frac{rW(r)}C=\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{1+t^2/y^2}}
=\frac{\pi y}2\,[\mathbf H_0(y)-Y_0(y)] .
\]

The last form is the standard expression of this integral by the Struve function \(\mathbf H_0\) and the Bessel function \(Y_0\), and serves for numerical evaluation.

For \(y\gg1\), expanding the square root gives \(1-\frac1{2y^2}\int_0^\infty t^2e^{-t}dt=1-1/y^2\). Distant charges thus interact almost as in vacuum. Their field lines pass mostly outside the sheet.

For the example, the ratio of bare to screened interaction is 1.31 at 10 Å, 1.07 at 30 Å and 1.01 at 100 Å. These values hold for a sheet of zero width. With the width \(d=6\) Å, the interaction \(2\pi CF/(q\varepsilon)\) gives 1.39, 1.09 and 1.01 relative to \(C/r\), so the first value shifts most. At large distance the correction \(r_0^2/r^2\) becomes \((r_0^2+2r_0d/3+d^2/12)/r^2\), as follows from expanding \(F/(1+Fr_0q)\) to order \(q^2\).

Suppose one nevertheless adopts the constant 1.31 that fits at 10 Å. At 100 Å it predicts \(14.40/(100\times1.31)=0.110\) eV, while the linear screening law gives 0.143 eV. The constant-\(\varepsilon\) energy is 23% too low relative to the latter. A constant chosen at 100 Å would fail in the other direction at 10 Å: it would leave the interaction nearly bare, at about 1.43 eV instead of 1.10 eV.

For an undoped, in-plane isotropic sheet with a gap, what can be carried from one long-wavelength in-plane problem to another is the length \(r_0\). The strength of screening then follows from the wavevector or distance in question and from the surroundings. Between thick dielectrics whose constants average to \(\kappa\), the factor \(1+r_0q\) becomes \(\kappa+r_0q\), and distant charges interact as \(C/(\kappa r)\) rather than as in vacuum.
